# Rau's Reciprocity and the Open-Circuit Voltage of a Solar Cell, part 1

(Sections cited here and not found follow in the second part.)

## First half: from carrier transport to the voltage

### What goes wrong without a reciprocity

Suppose that the quantum efficiency of a solar cell and its luminescence are treated as two independent properties. Short-circuit the cell in the dark, inside walls at its own temperature. Thermal photons from the walls enter it, and some of the electrons they create are collected at the junction. Electrons also leave the junction, recombine and send photons back to the walls. If these two flows are assigned separately, they need not cancel. With every other process in balance, the model cell then drives a current at thermal equilibrium, which the second law forbids.

The same fault spoils the accounting of voltage. A cell's efficiency spectrum fixes how much light it must emit at a given voltage, and therefore a radiative reference voltage. The distance below that reference is set by the fraction of injected electrons that leave as light. In the model cell worked out in the second half, ignoring this fraction puts the open-circuit voltage 65 mV too high.

Two relations repair this. They are first derived from diffusion and Donolato's theorem, then again from the reversal of microscopic paths.

### The cell and its variables

Atomic units are used in the algebra: $\hbar=e=m_e=1$ and $c\approx137$. The symbol $T$ means the thermal energy, and a voltage $V$ is the energy gained per unit charge. Currents are counted in particles per area and time.

The absorber is a p-type layer, $0\le x\le W$. The junction and the illuminated front are at $x=0$, and a mirror is at $x=W$. Let $n_0(x)$ be the equilibrium electron density, $n$ the actual density, $\delta n=n-n_0$ and

$$u(x)=\frac{\delta n(x)}{n_0(x)} .$$

Low injection is assumed: $\delta n$ is small compared with the doping. The hole density $p_0$ and the built-in field then keep their equilibrium values. For nondegenerate carriers

$$\frac{np_0}{n_0p_0}=1+u=e^{\Delta\mu/T},$$

where $\Delta\mu$ is the splitting of the quasi-Fermi levels. If these levels are flat across the junction region, a terminal voltage $V$ imposes

$$u(0)=e^{V/T}-1 .$$

Electrons with diffusivity $D$ and mobility $\mu_n$ in a field $F$ have the particle flux $\Gamma=-Dn'-\mu_nFn$ along $+x$. A prime means $d/dx$. At equilibrium $\Gamma=0$, so $\mu_nF=-Dn_0'/n_0$. Inserting this for the excess density gives

$$\Gamma=-D\,\delta n'+D\frac{n_0'}{n_0}\delta n=-Dn_0\left(\frac{\delta n}{n_0}\right)'=-p\,u',\qquad p=Dn_0 .$$

Thus drift in a graded layer is already contained in the factor $n_0$. The photocurrent flows toward the junction, along $-x$, and equals $+p(0)u'(0)$.

### Thermal light and radiative recombination

In vacuum the photon states per volume and energy, with two polarizations, number

$$2\,\frac{4\pi k^2}{(2\pi)^3}\frac{dk}{dE}=\frac{E^2}{\pi^2c^3},\qquad k=\frac Ec .$$

An isotropic gas sends one quarter of its density times its speed through a surface. For $E\gg T$ the occupation of a state is $e^{-E/T}$, so the thermal flux from a hemisphere is

$$\phi_{\rm bb}(E)=\frac{E^2}{4\pi^2c^2}e^{-E/T}.$$

The flux per solid angle along the surface normal is $\phi_{\rm bb}/\pi$. Inside a medium of refractive index $n_r$, $k$ is larger by $n_r$. The flux contains $k^2(dk/dE)$ times the group speed $dE/dk$, so it grows by $n_r^2$. Integrated over all directions it is $4\pi n_r^2\phi_{\rm bb}/\pi=4n_r^2\phi_{\rm bb}$.

With absorption coefficient $\alpha(E)$, a volume element absorbs $4n_r^2\alpha\phi_{\rm bb}$ photons per energy and time at equilibrium, and must emit as many. Spontaneous emission is proportional to $np_0$, hence to $1+u$. The emission in excess of equilibrium is therefore

$$4n_r^2\alpha\phi_{\rm bb}\,u .$$

This requires $\alpha$ to be unaffected by the injected carriers, and $E-V\gg T$, so that stimulated emission is negligible.

Some emitted photons are absorbed again. Consider a ray with internal direction cosine $\mu$, measured from the surface normal, and let $\kappa=\alpha/\mu$. With front and rear reflectances $R_f$ and $R_b$, all paths between the depths $x'$ and $x$ add up to

$$G_\mu(x,x')=\frac{e^{-\kappa s}+R_fe^{-\kappa(x+x')}+R_be^{-\kappa(2W-x-x')}+R_fR_be^{-\kappa(2W-s)}}{1-R_fR_be^{-2\kappa W}},$$

where $s=|x-x'|$. The numerator holds the direct path and the shortest paths of each reflected kind; the denominator sums further round trips. An isotropic emitter sends a fraction $d\mu/2$ into each of the upward and downward intervals. The reabsorption rate at $x$ caused by $u(x')$ thus has the kernel

$$K(x,x')=\int dE\,4n_r^2\alpha\phi_{\rm bb}\;\frac12\int_0^1d\mu\,\frac{\alpha}{\mu}\,G_\mu(x,x').$$

It is symmetric, $K(x,x')=K(x',x)$, because a path attenuates light equally in both directions.

Let $\tau$ be the nonradiative lifetime, $R_0=\int4n_r^2\alpha\phi_{\rm bb}\,dE$ the equilibrium radiative rate per volume, and $g$ the generation by external light beyond equilibrium. Conservation of electrons reads

$$\mathcal Lu\equiv-(pu')'+\left(\frac{n_0}{\tau}+R_0\right)u-\int_0^WK(x,x')u(x')\,dx'=g .$$

At the rear, surface recombination with velocity $S$ takes the arriving flux: $-p(W)u'(W)=Sn_0(W)u(W)$.

### Donolato's theorem

Two solutions are compared. The dark solution $v$ has unit excitation at the junction:

$$\mathcal Lv=0,\qquad v(0)=1 .$$

The short-circuit solution $w$ has light and no excitation there:

$$\mathcal Lw=g,\qquad w(0)=0 .$$

Both satisfy the rear condition. Multiply the second equation by $v$, the first by $w$, subtract and integrate:

$$\int_0^W(v\,\mathcal Lw-w\,\mathcal Lv)\,dx=\int_0^Wv\,g\,dx .$$

On the left, the local recombination terms cancel. The kernel terms are

$$-\iint v(x)K(x,x')w(x')\,dx\,dx'+\iint w(x)K(x,x')v(x')\,dx\,dx' .$$

Exchanging the names $x$ and $x'$ in the second integral and using the symmetry of $K$ makes them cancel too. The derivative terms remain. Since $v(pw')'-w(pv')'=(vpw'-wpv')'$, they give

$$-\left[v\,p\,w'-w\,p\,v'\right]_0^W .$$

At $x=W$ the bracket is $-v\,Sn_0w+w\,Sn_0v=0$. At $x=0$ it is $p(0)w'(0)$, because $v=1$ and $w=0$. The lower limit enters with a second minus sign, so

$$J_{\rm sc}=p(0)w'(0)=\int_0^Wv(x)\,g(x)\,dx .$$

A source concentrated at one depth $x$ shows that $v(x)$ is the probability that an electron created there is collected. This is Donolato's theorem, here with reabsorption included. In terms of densities the collection probability is

$$f_c(x)=v(x)=\frac{\delta n(x)/n_0(x)}{\delta n(0)/n_0(0)}$$

for dark injection. The plain ratio $\delta n(x)/\delta n(0)$ gives the same answer if $n_0$ is uniform, but not in a layer with graded doping.

A limiting case shows the content. For uniform $n_0$ and $D$, no surface recombination and no radiative terms, $Dv''=v/\tau$. With the diffusion length $\ell=\sqrt{D\tau}$ and $v'(W)=0$,

$$v(x)=\frac{\cosh[(W-x)/\ell]}{\cosh(W/\ell)} .$$

If $\ell\gg W$, every electron is collected and dark injection fills the whole layer. If $\ell\ll W$, both processes are confined to a depth of about $\ell$.

### Light entering and light leaving

The front is taken to transmit fully inside the escape cone, $\mu>\mu_c=\sqrt{1-1/n_r^2}$, and to reflect totally outside it. In the cone $R_f=0$. An incoming ray reaches depth $x$ directly or after the rear mirror, with summed weight

$$A_\mu(x)=e^{-\kappa x}+R_be^{-\kappa(2W-x)} .$$

For hemispherical light with external direction cosine $\mu_e$, the fraction of the flux in $d\mu_e$ is $2\mu_ed\mu_e$. The absorption per incident photon and depth is

$$a(x,E)=\int_0^12\mu_e\,d\mu_e\,\frac{\alpha}{\mu}A_\mu(x).$$

Snell's law is $1-\mu_e^2=n_r^2(1-\mu^2)$. Differentiation gives $\mu_ed\mu_e=n_r^2\mu\,d\mu$. The limits $\mu_e=0,1$ become $\mu=\mu_c,1$, and the factor $\mu$ cancels:

$$a(x,E)=2n_r^2\alpha\int_{\mu_c}^1d\mu\,A_\mu(x).$$

A photon emitted at $x$ traverses the same paths backwards, so it escapes through the front with probability

$$\eta(x,E)=\frac12\int_{\mu_c}^1d\mu\,A_\mu(x).$$

Therefore $a=4n_r^2\alpha\,\eta$. A partly reflecting front leaves this relation intact if its transmission is equal for a ray and its reverse, since the same factors then multiply both sides.

### Rau's reciprocity

Let $Q(E)$ be the external quantum efficiency for hemispherical light: collected electrons per incident photon. Donolato's theorem with $g=a$ gives

$$Q(E)=\int_0^Wa(x,E)\,v(x)\,dx .$$

In the dark at voltage $V$, linearity gives $u=(e^{V/T}-1)v$. The emitted flux in excess of thermal radiation is

$$\phi_{\rm em}(E)=\int_0^W4n_r^2\alpha\phi_{\rm bb}\,\eta\,u\,dx=\phi_{\rm bb}\left(e^{V/T}-1\right)\int_0^Wa\,v\,dx .$$

The last integral is $Q$, and hence

$$\boxed{\phi_{\rm em}(E)=Q(E)\,\phi_{\rm bb}(E)\left(e^{V/T}-1\right)} .$$

Relative to the thermal flux, injected carriers emit poorly at photon energies where the quantum efficiency is low. The absolute emission can still be large there, because $\phi_{\rm bb}$ falls steeply with energy.

### The voltage corollary

Define the equilibrium emission coefficient and the short-circuit current,

$$J_{\rm em,0}=\int Q\,\phi_{\rm bb}\,dE,\qquad J_{\rm sc}=\int Q_{\rm sun}\,\phi_{\rm sun}\,dE .$$

Here $Q_{\rm sun}$ is the efficiency for the sun's direction, and $\phi_{\rm sun}$ the incident solar photon flux. Let $J_d(V)$ be the full dark injection current, and let

$$Q_{\rm LED}=\frac{J_{\rm em,0}(e^{V/T}-1)}{J_d(V)}$$

be emitted photons per injected electron, also called the external radiative efficiency.

If dark current and photocurrent superpose, the delivered current is $J_{\rm sc}-J_d(V)$. It vanishes at $V_{\rm oc}$, where $J_d=J_{\rm sc}$. Substitution gives

$$e^{V_{\rm oc}/T}-1=Q_{\rm LED}\frac{J_{\rm sc}}{J_{\rm em,0}},\qquad V_{\rm oc}=T\ln\left(1+Q_{\rm LED}\frac{J_{\rm sc}}{J_{\rm em,0}}\right),$$

with $Q_{\rm LED}$ taken at the injection current $J_{\rm sc}$. Define $V_{\rm oc,rad}$ by setting $Q_{\rm LED}=1$ at fixed $J_{\rm sc}$ and $J_{\rm em,0}$. When $Q_{\rm LED}J_{\rm sc}\gg J_{\rm em,0}$, both additive ones may be dropped:

$$\boxed{V_{\rm oc}\simeq V_{\rm oc,rad}+T\ln Q_{\rm LED}} .$$

In ordinary units the last term is $(kT/q)\ln Q_{\rm LED}$, with $q$ the elementary charge. In very weak light the full form tends to $TQ_{\rm LED}J_{\rm sc}/J_{\rm em,0}$, whereas the shortened form fails.

## Second half: from reversed paths to a real device

### Symbols and results carried over

$T$ is the thermal energy, $V$ the voltage, $n_0$ the equilibrium electron density and $u=\delta n/n_0$ its relative excess. $\phi_{\rm bb}(E)$ is the thermal photon flux from a hemisphere, and $Q(E)$ the hemispherical quantum efficiency. The collection probability is $f_c$. $J_{\rm em,0}=\int Q\phi_{\rm bb}\,dE$; $J_{\rm sc}$ is the short-circuit current; $Q_{\rm LED}$ is the number of photons emitted per electron injected in the dark. The first half obtained

$$\phi_{\rm em}=Q\phi_{\rm bb}(e^{V/T}-1),\qquad V_{\rm oc}=T\ln\left(1+Q_{\rm LED}\frac{J_{\rm sc}}{J_{\rm em,0}}\right)$$

from a diffusion equation and ray optics. The second derivation uses neither equation.

Diffusion and ray optics have given Donolato's theorem, Rau's relation and the voltage corollary. It remains to derive them again from the reversal of microscopic paths, and to apply them to a model gallium arsenide cell.
